\section*{Do hafnia polarizations of +50 and −70 µC/cm² conflict?}

\section{Two numbers for one crystal}

\textbf{Q:} I have two calculations of polar orthorhombic hafnia. The structure, the cell and the orientation of the polar axis agree, yet one reports $+50$ and the other $-70$ $\mu$C/cm$^2$. Polarization is a bulk property, so one of them must be wrong. They don't even agree on the sign.

\textbf{A:} Before we look for an error, how would you compute the polarization if the crystal were made of point ions?

\textbf{Q:} I would add up charge times position in one cell and divide by the volume.

\textbf{A:} Which ions belong to the cell? Let the polar axis be $c$, along $z$, and let $A=ab$ be the cell area normal to it. Then
\begin{equation}
P=\frac{1}{Ac}\sum_i Q_i z_i .
\label{ions}
\end{equation}
Replace one ion of charge $Q$ by its periodic image at $z+c$. The crystal is unchanged, but $P$ changes by
\begin{equation}
\frac{Q(z+c)-Qz}{Ac}=\frac{Q}{A}.
\end{equation}
In hartree atomic units the electron has charge $-1$. If all ionic charges are even, as for Hf$^{4+}$ and O$^{2-}$, these relabellings generate the steps $2n/A$, with $n$ an integer. Equation~(\ref{ions}) therefore gives a set of values for one crystal, and a calculation prints one member of it.

\textbf{Q:} How large is the step?

\textbf{A:} Take round lengths of the size of a hafnia cell: $a=10$, $b=9.5$ and $c=9.5$ bohr. Then $A=95$ bohr$^2$ and
\begin{equation}
\frac{2}{A}=\frac{2}{95}=0.02105\ e/\mathrm{bohr}^2 .
\end{equation}
One $e$/bohr$^2$ is $5721.48$ $\mu$C/cm$^2$, so the step is $120.45$ $\mu$C/cm$^2$. Your two values differ by $120$.

\section{The electrons}

\textbf{Q:} That ambiguity comes from pretending that the electrons are points. A quantum calculation has a continuous density, and that density is unique.

\textbf{A:} The density is unique, but the periodic density alone does not fix a dipole per cell: its value depends on where the cell is cut. The Berry phase uses the wavefunctions instead. Consider one occupied band along $z$, with Wannier function $w$. The periodic part of its Bloch function is
\begin{equation}
u_k(z)=\sum_R e^{-ik(z-R)}w(z-R),
\end{equation}
where $R$ runs over multiples of $c$. Differentiation gives
\begin{equation}
i\partial_k u_k=\sum_R (z-R)e^{-ik(z-R)}w(z-R).
\end{equation}
Now average $\langle u_k|i\partial_k u_k\rangle$ over the zone. The product of the two sums contains $e^{ik(R'-R)}$, whose average is $\delta_{RR'}$. Hence
\begin{align}
\frac{c}{2\pi}\int_0^{2\pi/c}\!dk\,\langle u_k|i\partial_k u_k\rangle
&=\sum_R\int_{\rm cell}(z-R)|w(z-R)|^2dz\nonumber\\
&=\int_{-\infty}^{\infty}z|w(z)|^2dz,
\label{centre}
\end{align}
because the shifted cells together cover the whole line. This is the Wannier centre.

For several bands, a short step in $k$ gives
\begin{equation}
\det\langle u_k|u_{k+\Delta k}\rangle\simeq
1-i\Delta k\sum_n\langle u_{nk}|i\partial_k u_{nk}\rangle .
\end{equation}
The logarithms of these factors add up, so the sum of the centres is
\begin{equation}
Z=-\frac{c}{2\pi}\,\mathrm{Im}\ln\prod_k
\det\langle u_k|u_{k+\Delta k}\rangle .
\label{berry}
\end{equation}
The last link uses $u_{k+2\pi/c}=e^{-2\pi iz/c}u_k$. With two electrons per orbital,
\begin{equation}
P=\frac{1}{Ac}\left(\sum_i Q_i z_i-2\sum_{\rm columns}Z\right).
\label{formal}
\end{equation}
The $Q_i$ are now the charges of everything except these active electrons. I treat the crystal as columns along $c$ without lateral coupling; in a three-dimensional band calculation the phase is also averaged over the transverse wavevector.

\textbf{Q:} And where is the freedom in that?

\textbf{A:} In the logarithm. A phase is defined modulo $2\pi$, so $Z$ is defined modulo $c$. You can see it in the orbitals too. Multiply one band by $e^{-ick}$, which is periodic across the zone. Then
\begin{align}
i\partial_k(e^{-ick}u_k)&=e^{-ick}(c\,u_k+i\partial_k u_k),\\
Z&\longrightarrow Z+c,\\
P&\longrightarrow P-\frac{2c}{Ac}=P-\frac{2}{A}.
\end{align}
The projector $|u_k\rangle\langle u_k|$ is unchanged because the phase cancels. The electron density is the same before and after.

\textbf{Q:} I have also seen the quantum written as $e/A$, which here is $60.23$ $\mu$C/cm$^2$. Could my crystal then have the value $-10$?

\textbf{A:} Not as a member of the set~(\ref{formal}) under the present assumptions. Both spins occupy the same orbital, so its centre moves with charge $-2$, and the ionic charges are even. Your values are two units of $e/A$ apart, but one spin-paired quantum. In a spin-polarized insulator the two spin channels can be relabelled separately, and steps of $e/A$ have to be admitted.

\section{Choosing a centrosymmetric reference}

\textbf{Q:} Then formal polarization is ambiguous, fine. But people report spontaneous polarization: the change from a centrosymmetric structure, where the polarization vanishes. That subtraction must remove the ambiguity.

\textbf{A:} It does once you name the reference and the path. Inversion takes $P$ to $-P$, and a centrosymmetric crystal is its own image. Its set of values must satisfy
\begin{equation}
P=-P+\frac{2n}{A}\quad\Longrightarrow\quad P=\frac{n}{A}.
\end{equation}
Modulo $2/A$ it is therefore either $0$ or $1/A$. Symmetry alone does not say which, so we have to count.

Use a cell with four Hf$^{4+}$, four fixed O$^{2-}$ and four polar oxygens. The Hf planes are at $0$ and $h=c/2=4.75$ bohr, with two Hf in each. The fixed oxygens are at $h/2$ and $3h/2$, two at each height. The polar oxygens are in two columns, each with one oxygen at $h/2+s$ and one at $3h/2+s$. In reference A, $s=0$, and the polar oxygens are midway between Hf planes. In reference B, $s=-h/2$, and they are in the planes. For nominal ions the dipoles are
\begin{align}
D_A&=8(0+h)-4\left(\tfrac h2+\tfrac{3h}{2}\right)
-4\left(\tfrac h2+\tfrac{3h}{2}\right)\nonumber\\
&=8h-8h-8h=-4c,\\
D_B&=8(0+h)-4\left(\tfrac h2+\tfrac{3h}{2}\right)-4(0+h)\nonumber\\
&=8h-8h-4h=-2c.
\end{align}
Division by $Ac$ gives $-4/A$ and $-2/A$. Both are zero modulo $2/A$, so both structures are legitimate zeros. The other class also occurs in this cell. In reference C one polar column has $s=0$ and the other $s=-h/2$. It is symmetric under $z\to-z$ like A and B, but $D_C=8h-8h-2(2h)-2h=-3c$, which gives $1/A$ modulo $2/A$. A change measured from C is the mean of the changes from A and B, half a quantum away from each, so a number near $-10$ can be printed for the same crystal if such a reference is called zero.

\textbf{Q:} But the final structure is the same. Why should the starting point matter?

\textbf{A:} Because the oxygens travel differently. Let the final structure have $s=-0.95$ bohr. From A they move down by $0.95$ bohr. From B they move up by $2.375-0.95=1.425$ bohr. Four charges of $-2$ then give
\begin{align}
P_A^{\rm nom}&=-\frac{8s}{Ac}=\frac{7.6}{902.5}
=0.00842\ e/\mathrm{bohr}^2,\\
P_B^{\rm nom}&=-\frac{8(s+h/2)}{Ac}
=P_A^{\rm nom}-\frac{4h}{Ac}
=P_A^{\rm nom}-\frac{2}{A}.
\end{align}
The first is $48.18$ $\mu$C/cm$^2$, the second $48.18-120.45=-72.27$ $\mu$C/cm$^2$. Moving negative charge down gives positive $P$, and moving it up gives negative $P$. If your two calculations used these two references, that explains their opposite signs.

The limits are instructive. As $s\to0$ the crystal becomes centrosymmetric, yet the value referred to B tends to $-120.45$ $\mu$C/cm$^2$. As $s\to-h/2$, the value referred to B vanishes and the one referred to A tends to $+120.45$. A large printed polarization is thus no proof of a polar structure.

\section{Following the current}

\textbf{Q:} You gave every oxygen a charge of exactly $-2$. Real electrons deform as the ion moves. Why should the difference remain a whole quantum?

\textbf{A:} Let us follow the current. Differentiate the left side of~(\ref{centre}), summed over occupied bands, with respect to $s$:
\begin{align}
\partial_s\langle u|i\partial_k u\rangle
&=i\langle\partial_s u|\partial_k u\rangle
+i\langle u|\partial_k\partial_s u\rangle\nonumber\\
&=i\langle\partial_s u|\partial_k u\rangle
-i\langle\partial_k u|\partial_s u\rangle
+\partial_k\bigl(i\langle u|\partial_s u\rangle\bigr).
\end{align}
The last term integrates to zero, since the closing factor $e^{-2\pi iz/c}$ does not depend on $s$. The first two terms equal $-2\,\mathrm{Im}\langle\partial_su|\partial_ku\rangle$.

Insert a complete set of states between the derivatives. The part from occupied states is $\mathrm{Tr}(\alpha^\dagger\beta)$, where $\alpha_{n'n}=\langle u_{n'}|\partial_su_n\rangle$ and $\beta_{n'n}=\langle u_{n'}|\partial_ku_n\rangle$. Orthonormality makes both matrices anti-Hermitian, so this trace is real and drops out. For an empty state $m$, first-order perturbation theory gives
\begin{align}
\langle u_m|\partial_su_n\rangle&=\frac{(\partial_sH)_{mn}}{E_n-E_m},&
\langle u_m|\partial_ku_n\rangle&=\frac{v_{mn}}{E_n-E_m},
\end{align}
with $v=\partial_kH$. Therefore, with $\langle\cdots\rangle_k$ the zone average,
\begin{equation}
\frac{dZ}{ds}=-2\left\langle\sum_{n\,\rm occ}\sum_{m\,\rm empty}
\frac{\mathrm{Im}[(\partial_sH)^*_{mn}v_{mn}]}{(E_n-E_m)^2}\right\rangle_k .
\label{current}
\end{equation}
Phases of individual states cancel here, so there is no branch to choose. Two spins and two identical columns give $dP/ds=-4(dZ/ds)/(Ac)$. The polar oxygen cores contribute nothing if their net charge is zero, which I now assume.

An insulating path between A and B joins two members of the set $2n/A$. Its integrated current must be a whole number of quanta, however the electrons deform on the way. Which whole number it is depends on the charge that is carried.

\textbf{Q:} Show me with electrons that are allowed to deform.

\textbf{A:} Give each polar oxygen two active electrons and freeze the rest to its core. In each column the active electrons move in Gaussian wells $-V_0e^{-z^2/2\sigma^2}$ with $\sigma=0.70$ bohr: depth $2.00$ hartree at the oxygens and $0.20$ hartree at the Hf planes. Two bands are filled. The smallest gap found on the sampled path is $0.954$ hartree, so the model stays insulating there. It has no electron interaction and no lateral displacements, and it is not a prediction of hafnia's gap or polarization.

Integration of~(\ref{current}) gives
\begin{align}
P_A&=0.00886\ e/\mathrm{bohr}^2=50.70\ \mu\mathrm{C/cm^2},\\
P_B&=-0.01219\ e/\mathrm{bohr}^2=-69.75\ \mu\mathrm{C/cm^2}.
\end{align}
Their difference is $120.45$ $\mu$C/cm$^2$, one quantum. Following the Berry phase~(\ref{berry}) along each path gives the same pair. So does the winding phase, applied to one band of one column in the final structure: it takes $50.70$ to $-69.75$ and leaves the projectors unchanged to rounding error.

\textbf{Q:} But $50.70$ is not the nominal $48.18$.

\textbf{A:} No. The ratio $50.70/48.18=1.052$ means an average oxygen charge of $-2.10$ on the way from A; the local value at the final structure is $-2.08$. Without the Hf wells the electrons would move rigidly with the oxygens, at charge $-2$, so the excess comes from those wells. Both branches shift by the same $2.52$ $\mu$C/cm$^2$ from their nominal values. On the way from B the average charge is therefore smaller in size, $-2\times69.75/72.27=-1.93$. The deformation changes the values inside the set but not their spacing.

\textbf{Q:} Would the quantum appear for any electrons, as long as the cores move from B to A?

\textbf{A:} No, and exchanging the two well depths shows it. The deep wells now sit at the Hf planes, and the electrons shift only slightly about these planes while the neutral oxygen cores move. The integrated change from B to A is zero quanta. The gap is the same as before, for a simple reason: inversion about the point halfway between an oxygen and a Hf plane exchanges their positions, and so turns one potential into the other. Equal spectra and equal core motion still give different transported charge.

\section{What a capacitor measures}

\textbf{Q:} Now I am worried about the opposite error. If everything is modulo $120$, a memory capacitor could not tell $+50$ from $-70$. Yet the charge that flows on switching is a definite number.

\textbf{A:} It is definite because switching is a process. First take the reversed state, $s=+0.95$ bohr. Inversion gives it the set containing $-50.70$ and $+69.75$. Your $-70$ goes with $+50$, while $+70$ goes with $-50$.

Now switch from $s=+0.95$ to $s=-0.95$ through A. The change is
\begin{equation}
\Delta P_{\rm A}=P_A-(-P_A)=2P_A=101.4\ \mu\mathrm{C/cm^2}.
\end{equation}
Alternatively, move the oxygens up through the next Hf plane to $s=h-0.95=3.80$ bohr. This is the same crystal, since a shift by $h$ puts each oxygen of a column on the site of its neighbour. Inversion about the plane makes the two halves of this path contribute equally, and the second half repeats the path from B to the final structure. Thus
\begin{equation}
\Delta P_{\rm B}=P_B+P_B=2P_B=-139.5\ \mu\mathrm{C/cm^2}.
\end{equation}

\textbf{Q:} The same initial and final crystals, but the charge flows in opposite directions?

\textbf{A:} Yes. The oxygens go down by $1.90$ bohr on one route and up by $2.85$ bohr on the other. These distances add up to $h$, so the routes differ by
\begin{equation}
\Delta P_{\rm A}-\Delta P_{\rm B}=\frac{4\times2\times h}{Ac}
=\frac{4c}{Ac}=\frac{4}{A},
\end{equation}
or two spin-paired quanta, $240.9$ $\mu$C/cm$^2$. The integrated currents give this same difference. At fixed field $\mathcal E$ along $+c$, the field contributes $-\mathcal E\,\Delta P$ per volume to the energy balance. A positive field favours the first route for this reversal, and a negative field the second. Whether either occurs depends on the barriers, which this model cannot predict because it leaves out the interactions between the ions and between the electrons. In a real crystal the lateral displacements must also arrive at an equivalent structure.

\textbf{Q:} So as descriptions of my crystal the two values may agree, but as half the switched charge they are different claims.

\textbf{A:} Right. The first is a statement about a state, the second about a route.

\section{Checking two reported values}

\textbf{Q:} My values are rounded. How do I decide whether they really match?

\textbf{A:} Divide their difference by the quantum of the cell. For formal values, or for changes measured from references of the same class, the result must be an integer; if one reference is in the class $0$ and the other in the class $1/A$, it must be a half-integer. If each is uncertain by $5$ $\mu$C/cm$^2$, the difference is uncertain by at most $10$, or $0.083$ quanta:
\begin{align}
\frac{50-(-70)}{120.45}&=0.996,\\
\frac{50-(-50)}{120.45}&=0.830,\\
\frac{70-50}{120.45}&=0.166.
\end{align}
The first is compatible with one. The other two are compatible with neither an integer nor a half-integer, so with this cell and this rounding those pairs do not describe one structure.

\textbf{Q:} Then $0.996$ proves that my calculations agree?

\textbf{A:} It removes the apparent conflict, but it does not prove agreement. Two different structures can have polarizations that happen to differ by nearly a quantum. Compare the atomic positions and the direction of the axis, then follow a small-step insulating path between the structures if they differ slightly. If the gap closes somewhere on the path, this argument no longer applies there and cannot tell you how much the polarization changes between the two structures.

\textbf{Q:} And if the two cells are not quite the same size?

\textbf{A:} Compare $PA$ rather than $P$. From~(\ref{ions}), $PA=\sum_iQ_i(z_i/c)$, which contains fractional heights. For fixed charges and fractional heights it does not change with the cell lengths, and its branch spacing stays $2$. The spacing of $P$ does change: with $a$ and $b$ both $1\%$ longer, it falls from $120.45$ to $118.08$ $\mu$C/cm$^2$. Real electrons can also respond to the strain, so any remaining change in $PA$, after whole multiples of $2$ are removed, is physical or numerical and not a matter of branch, provided both values are formal or refer to references of the same class. The numerical output below lists the values for the cell we used.

\textbf{Q:} Then I will check the positions and the orientation before I call either calculation wrong, and ask which switching path each author had in mind.

\section*{Table of computed values}
\begin{verbatim}
cell lengths a, b, c: 10.00, 9.50, 9.50 bohr
in-plane area A: 95.00 bohr^2
Hf-plane spacing h: 4.750 bohr
polar-oxygen displacement s: -0.950 bohr
Gaussian well width: 0.70 bohr
oxygen well depth: 2.00 hartree
Hf-plane well depth: 0.20 hartree
k points: 48; plane waves: 29
unit e/bohr^2: 5721.477 microcoulomb/cm^2
single-charge unit e/A: 60.226 microcoulomb/cm^2
spin-paired quantum 2e/A: 0.0210526 e/bohr^2
spin-paired quantum 2e/A: 120.452 microcoulomb/cm^2
quantum, a and b 1% longer: 118.079 microcoulomb/cm^2
smallest gap on paths: 0.9541 hartree
formal P, reference A, modulo quantum: 0.000 microcoulomb/cm^2
formal P, reference B, modulo quantum: 0.000 microcoulomb/cm^2
P from reference A, current: 0.0088616 e/bohr^2
P from reference B, current: -0.0121910 e/bohr^2
P from reference A, current: 50.702 microcoulomb/cm^2
P from reference B, current: -69.751 microcoulomb/cm^2
P from reference A, Berry: 50.702 microcoulomb/cm^2
P from reference B, Berry: -69.751 microcoulomb/cm^2
(P_A - P_B) / quantum: 1.000000
smooth-gauge P: 50.702 microcoulomb/cm^2
wound-gauge P: -69.751 microcoulomb/cm^2
largest projector change: 3.3e-16
dynamical charge per polar O at s: -2.0782 e
nominal-charge estimate from A: 48.181 microcoulomb/cm^2
reversal through A, change of P: 101.403 microcoulomb/cm^2
reversal through B, change of P: -139.501 microcoulomb/cm^2
route difference / quantum: 2.000000
control smallest gap: 0.9541 hartree
control |change| from B to A / quantum: 0.000000
rounded +50 and -70, difference / quantum: 0.996
rounded +50 and -50, difference / quantum: 0.830
rounded +70 and +50, difference / quantum: 0.166
rounding uncertainty / quantum: 0.083
\end{verbatim}
